# Built-in Oxide Field from Two Internal Photoemission Barriers

## Question

A uniform oxide of thickness \(d=5\) nm lies between two metal electrodes, A and B. In internal photoemission, light excites electrons in a metal, and a photocurrent begins when they can pass over the barrier into the oxide. Measurements with opposite oxide fields give the electron barrier at each electrode:

\[
\Phi_A=2.4\ \text{eV},\qquad \Phi_B=3.1\ \text{eV}.
\]

Each barrier runs from the Fermi level of the metal to the conduction edge of the oxide at that interface. Image-force lowering has been removed, and the values refer to zero oxide field. Unless a part says otherwise, the oxide holds no charge and the metals are ideal conductors. Hole emission is ignored.

The coordinate \(x\) runs from A, at \(x=0\), to B, at \(x=d\). The elementary charge \(e\) is positive, so an electron has charge \(-e\). \(F\) is the \(x\) component of the electric field, and \(V\) is the voltage of B relative to A.

## Part (a): the field at zero bias

**Find the magnitude and direction of the oxide field when the electrodes are joined by a wire.**

**Answer.** In equilibrium the two Fermi levels coincide. Take their common level as the zero of energy. The conduction edge is then at \(\Phi_A\) beside A and at \(\Phi_B\) beside B.

Without charge, Poisson's equation for the potential \(\phi\) in a uniform oxide is \(\phi''=0\), so \(\phi\) is linear in \(x\). The conduction edge follows the electron's potential energy, \(E_c=\text{constant}-e\phi\), and is also linear:

\[
E_c(x)=\Phi_A+(\Phi_B-\Phi_A)\frac{x}{d}.
\]

Since \(F=-d\phi/dx\) and \(dE_c/dx=-e\,d\phi/dx\),

\[
F=\frac1e\frac{dE_c}{dx}=\frac{\Phi_B-\Phi_A}{ed}.
\]

An energy difference of 0.7 eV divided by \(e\) is 0.7 V. Therefore

\[
F=\frac{0.7\ \text{V}}{5\ \text{nm}}=0.14\ \text{V/nm}=1.4\ \text{MV/cm}.
\]

The sign is positive, so the field points from A to B. The force on an electron is \(-eF\), towards A, which agrees with an edge that rises towards B. Equal barriers would give no field, and exchanging them would reverse it.

## Part (b): where the field comes from

**Start with uncharged plates and a flat oxide band. Obtain the field by minimizing the energy as electrons pass between the metals. Find the charge on the plates for a static relative permittivity \(\kappa=20\).**

**Answer.** With a flat band, the Fermi level of A is \(\Phi_A\) below the oxide edge and that of B is \(\Phi_B\) below it. An electron that moves from A to B through the wire therefore loses energy \(\Phi_B-\Phi_A\). The metals are assumed to have so many states at the Fermi level that filling or emptying a few does not change this difference.

Let \(n\) electrons per unit area move. A acquires charge density \(+ne\) and B acquires \(-ne\). Gauss's law gives \(F=ne/\varepsilon\), with \(\varepsilon=\kappa\varepsilon_0\). The field energy per area is

\[
\frac12\varepsilon F^2d=\frac{n^2e^2d}{2\varepsilon},
\]

and the total energy per area, apart from a constant, is

\[
u(n)=\frac{n^2e^2d}{2\varepsilon}-n(\Phi_B-\Phi_A).
\]

Its second derivative \(e^2d/\varepsilon\) is positive, so the stationary point is a minimum:

\[
\frac{du}{dn}=\frac{ne^2d}{\varepsilon}-(\Phi_B-\Phi_A)=0
\quad\Rightarrow\quad
F=\frac{ne}{\varepsilon}=\frac{\Phi_B-\Phi_A}{ed}.
\]

The permittivity has cancelled from the field, but it remains in the charge:

\[
ne=\kappa\varepsilon_0F
=20\,(8.854\times10^{-14}\ \text{F/cm})(1.4\times10^6\ \text{V/cm})
\approx2.48\ \mu\text{C/cm}^2.
\]

At fixed barriers and thickness, a higher permittivity requires more transferred charge to produce the same voltage.

## Part (c): why two polarities are needed

**Find the oxide field under bias and the flat-band voltage. Which sign of oxide field reveals each barrier?**

**Answer.** Raising the voltage of B by \(V\) lowers its electron energies by \(eV\). Relative to the Fermi level of A, the edge beside B is now at \(\Phi_B-eV\), while the edge beside A stays at \(\Phi_A\). The slope gives

\[
F(V)=\frac{\Phi_B-\Phi_A-eV}{ed}.
\]

The field vanishes at \(V=(\Phi_B-\Phi_A)/e=+0.7\) V. Zero applied bias and zero oxide field are therefore different conditions.

For \(V>0.7\) V, \(F\) is negative and the edge falls from A to B. Apart from the image force of part (d), which lowers the top and moves it into the oxide, an electron from A meets its highest obstacle at A, so its threshold reveals \(\Phi_A\). For \(V<0.7\) V, \(F\) is positive, the edge falls from B to A, and emission from B reveals \(\Phi_B\), again apart from image lowering. Both metals face the same top, so the threshold of B exceeds that of A by \(eV\). For \(0<V<0.7\) V the first onset therefore belongs to A, at \(\Phi_B-eV\) less the image lowering; only for \(V<0\) is emission from B the first to appear.

At \(V=0\), an electron from A must still climb to the top near B. The Fermi levels are equal and the top is the same, so both metals have the same threshold. Zero-bias thresholds alone cannot supply the barrier difference.

## Part (d): the image force

**Derive the lowering of the barrier near one metal surface. Evaluate it at the field of part (a), with an optical relative permittivity \(\varepsilon_{\rm opt}=4\). What changes near flat band, where both metals matter?**

**Answer.** An electron at distance \(s\) from a metal plane is attracted by an image charge \(+e\) at distance \(2s\). The optical permittivity is used on the assumption that the electron crosses too quickly for the ions to respond. With \(\varepsilon_o=\varepsilon_{\rm opt}\varepsilon_0\), the attractive force is \(e^2/(16\pi\varepsilon_os^2)\). Integrating from a large distance gives the energy \(-e^2/(16\pi\varepsilon_os)\).

For a field of magnitude \(G\) that drives electrons away from a metal with barrier \(\Phi\), the energy above its Fermi level is

\[
E(s)=\Phi-eGs-\frac{e^2}{16\pi\varepsilon_os}.
\]

At the top, \(dE/ds=0\):

\[
-eG+\frac{e^2}{16\pi\varepsilon_os_m^2}=0
\quad\Rightarrow\quad
s_m=\sqrt{\frac{e}{16\pi\varepsilon_oG}}.
\]

This condition makes the image term at \(s_m\) equal in size to \(eGs_m\). The lowering is their sum:

\[
L(G)=2eGs_m=\sqrt{\frac{e^3G}{4\pi\varepsilon_o}}.
\]

With \(e^2/(4\pi\varepsilon_0)=1.44\) eV nm and \(eG=0.14\) eV/nm,

\[
L=\sqrt{\frac{1.44\times0.14}{4}}\ \text{eV}\approx0.224\ \text{eV}.
\]

The second metal adds further images. For an electron at \(x\), charges \(+e\) lie at \(-x+2jd\) for every integer \(j\), and charges \(-e\) lie at \(x+2jd\) for \(j\ne0\). The interaction energy carries a factor one half, because the images are induced by the electron itself. Grouping the terms with equal \(|j|\) gives

\[
W(x)=-\frac{e^2}{16\pi\varepsilon_o}
\left[\frac1x+\sum_{j=1}^{\infty}
\left(\frac1{jd+x}+\frac1{jd-x}-\frac2{jd}\right)\right].
\]

Numerical maximization of \(E_c(x)+W(x)\) at zero bias puts the top 4.21 nm from A, or 0.79 nm from B. The threshold is 2.874 eV for both metals. The lowering below \(\Phi_B\) is 0.226 eV, close to the one-plate value because the top is much nearer to B than to A.

Near flat band the one-plate formula fails: it predicts that \(s_m\) grows without limit as \(G\to0\), whereas the oxide has a finite thickness. At flat band the top is at mid-oxide by symmetry. There the images lie at distances \(d,2d,3d,\ldots\) on both sides, with alternating signs, so

\[
W(d/2)=-\frac12\,\frac{2e^2}{4\pi\varepsilon_od}
\left(1-\frac12+\frac13-\cdots\right)
=-\frac{e^2\ln2}{4\pi\varepsilon_od}.
\]

The lowering remains finite at zero field. The quantity \(\Phi\) is therefore the barrier without image energy, inferred from fields at which the top lies near the emitter.

## Part (e): extracting the voltage from thresholds

**Let \(T_A(V)\) and \(T_B(V)\) be the thresholds for emission from A and B. Maximizing the two-plate barrier numerically gives**

| Emitter | \(V\) (V) | Threshold (eV) |
|---|---:|---:|
| A | +1.2 | 2.209 |
| B | −1.2 | 2.730 |
| A | +1.7 | 2.131 |
| B | −0.3 | 2.831 |

**What field follows from subtracting the first pair directly? Why does the second pair behave differently? Show how to proceed when the built-in voltage is not known beforehand.**

**Answer.** The first pair differs by 0.521 eV, which would suggest

\[
\frac{0.521\ \text{V}}{5\ \text{nm}}\approx1.04\ \text{MV/cm}.
\]

This is 26% below the field of part (a). The applied biases are equal and opposite, but the oxide fields are not:

\[
|F_A|=\frac{|0.7-1.2|}{5}=0.10\ \text{V/nm},\qquad
|F_B|=\frac{0.7+1.2}{5}=0.38\ \text{V/nm}.
\]

The lowerings are \(2.400-2.209=0.191\) eV at A and \(3.100-2.730=0.370\) eV at B. The extra 0.179 eV at B accounts for the missing part of the 0.7 eV difference.

For the second pair the oxide fields are \(-0.20\) and \(+0.20\) V/nm. The two-plate geometry is unchanged by reflection about mid-oxide, so \(W(x)=W(d-x)\). Measured from its own emitter, each electron sees

\[
\Phi-eGs+W(s),
\]

with the same \(G\) and the same function \(W\). Both barriers are lowered by the same amount, and

\[
2.831-2.131=0.700\ \text{eV}.
\]

If the built-in voltage is unknown, call its trial value \(v\). Choose a voltage \(U\) away from flat band and require

\[
ev=T_B(v-U)-T_A(v+U).
\]

To see whether a wrong trial value could satisfy this, write \(v=v_0+\delta\), where \(v_0\) is the true value and \(|\delta|<U\). The field magnitudes are \((U-\delta)/d\) for B and \((U+\delta)/d\) for A. Subtracting \(ev\) from the right-hand side leaves

\[
R=-e\delta+L\!\left(\frac{U+\delta}{d}\right)
-L\!\left(\frac{U-\delta}{d}\right).
\]

In the one-plate approximation \(L=K\sqrt{U}\) at field \(U/d\), with \(K\) constant. The difference of the two lowerings is

\[
K\left(\sqrt{U+\delta}-\sqrt{U-\delta}\right)
=\frac{2K\delta}{\sqrt{U+\delta}+\sqrt{U-\delta}}.
\]

The square of the denominator is at least \(2U\), so this difference has magnitude at most \(\sqrt2\,K|\delta|/\sqrt U=\sqrt2\,L(U/d)|\delta|/U\). For \(U=1\) V, \(L=2.400-2.131=0.269\) eV, and the bound is about \(0.38\,e|\delta|\). It cannot cancel \(-e\delta\) unless \(\delta=0\), so the solution is unique in this range and approximation. The bound grows as \(1/\sqrt U\) and exceeds \(e|\delta|\) for \(U\) below about 0.14 V, where this argument no longer applies. A numerical root search using the two-plate thresholds gives \(v=0.700\) V.

The individual barriers follow from plotting thresholds against \(\sqrt{|F|}\), with \(F\) calculated from this \(v\). A straight-line fit to seven computed thresholds per emitter, equally spaced in field from 1 to 4 MV/cm, has intercepts 2.397 and 3.097 eV. Both are 0.003 eV below the barriers put into the model, and their difference is unaffected. The point for B at 1 MV/cm needs \(V=+0.2\) V, where by part (c) the onset from A comes 0.2 eV earlier. In a measurement that onset would have to be separated out, or the fit for B kept above 1.4 MV/cm.

## Part (f): when the oxide or metal is not ideal

**Keep the total thickness at 5 nm and the total potential drop at 0.7 V. Find the effect of each of these separately:**

1. **a positive sheet of \(10^{12}\) elementary charges per cm² at mid-oxide;**
2. **a 0.3 nm interlayer of relative permittivity 4 beside A;**
3. **a screening length \(\lambda=0.05\) nm in both metals, with the 0.7 V now shared between metals and oxide.**

**Use \(\kappa=20\) for the main oxide.**

**Answer.** *Charge sheet.* Let its charge per area be \(q\). Gauss's law gives \(F_R-F_L=q/\varepsilon\), where L and R denote the sides facing A and B. The fixed drop across two equal halves gives \((F_L+F_R)/2=F_0\), where \(F_0\) is the ideal field. Solving,

\[
F_L=F_0-\frac{q}{2\varepsilon},\qquad
F_R=F_0+\frac{q}{2\varepsilon}.
\]

The shift is 0.045 MV/cm, so the fields are 1.355 and 1.445 MV/cm. Their mean remains 1.4 MV/cm. More generally, any charge distribution leaves the mean field unchanged if the potentials at the two interfaces are fixed, because the integral of \(F\) is their difference.

*Interlayer.* Let its thickness be \(t\), its relative permittivity \(\kappa_i\) and its field \(F_i\). With no interface charge, \(\kappa_iF_i=\kappa F\). The total drop is

\[
0.7\ \text{V}=F(d-t)+F_it
=F\left(d-t+\frac{\kappa}{\kappa_i}t\right).
\]

Hence

\[
F=\frac{0.7\ \text{V}}{(4.7+5\times0.3)\ \text{nm}}
\approx1.13\ \text{MV/cm}.
\]

The interlayer is 6% of the thickness but takes \(1.5/6.2\approx24\%\) of the voltage, because its field is five times that of the main oxide.

*Screening in the metals.* In a Thomas–Fermi model, the potential disturbance in the metal decays as \(e^{-z/\lambda}\), where \(z\) is the depth. If its surface value is \(\Delta\phi\), the field there is \(\Delta\phi/\lambda\). Taking the background relative permittivity of the metal as 1, continuity of displacement gives \(\Delta\phi/\lambda=\kappa F\), so each metal takes a voltage \(\kappa\lambda F\). Therefore

\[
0.7\ \text{V}=F(d+2\kappa\lambda),
\qquad
F=\frac{0.7\ \text{V}}{(5+2)\ \text{nm}}=1.0\ \text{MV/cm}.
\]

This is an estimate of size. A continuum model with a sharp metal edge is crude over so short a length. Screening also lowers the barrier of the emitting metal by \(\kappa\lambda eG\), linear in the oxide field \(G\). With the image term left unchanged and the field on the axis still calculated as \(|v-V|/d\), the fit of part (e) then gives an intercept near 2.55 eV for A instead of 2.40 eV. For equal \(\lambda\) in both metals the mirror symmetry survives, and the difference of the barriers is still recovered.

## Part (g): accuracy and the real case

**The independent standard uncertainties are 0.05 eV for each barrier and 0.2 nm for the thickness. Find the uncertainty of the ideal field. Then assess the model for a TaN gate.**

**Answer.** Let \(\Delta=\Phi_B-\Phi_A\). Its variance is \(2(0.05\ \text{eV})^2\). For small independent errors in \(F=\Delta/(ed)\), the relative variances add:

\[
\frac{\sigma_F}{F}
=\sqrt{2\left(\frac{0.05}{0.7}\right)^2+\left(\frac{0.2}{5}\right)^2}
\approx0.11.
\]

The result is \(F=1.40\pm0.15\) MV/cm. The barriers contribute most of this uncertainty, because their difference is much smaller than either barrier.

Thresholds are also blurred. Near its top the barrier is approximately a parabola of curvature magnitude \(k\). For an electron of mass \(m\) at energy \(\eta\) below the top, the semiclassical tunnelling exponent is

\[
\frac2\hbar\int\sqrt{2m\left(\eta-\tfrac12ky^2\right)}\,dy
=\frac{2\pi\eta}{\hbar}\sqrt{\frac mk},
\]

where \(y\) runs between the turning points. The energy scale is thus \(\hbar\sqrt{k/m}/(2\pi)\). With \(m\) equal to 0.2 electron masses and the numerical curvature for A at \(V=1.7\) V, it is 0.077 eV. It grows roughly as \(G^{3/4}\), from 0.047 eV at 1 MV/cm to 0.13 eV at 4 MV/cm. The thermal energy at 300 K is 0.026 eV. At mirrored oxide fields the tunnelling scale is the same for both emitters if their electrons have the same mass in the oxide.

TaN is a metallic gate material, so its Fermi level can serve as the emission reference. Here it would be electrode A, facing a metal with a higher barrier to the oxide. The barriers, permittivities and mass are rough values for such a stack on a high-permittivity oxide, and real barriers depend on processing. A thickness of 5 nm is well above the roughly 2 nm of such layers in advanced logic gates. A stack with an interlayer breaks the assumption of a single uniform oxide: the one in part (f) moves the field in the main oxide from 1.4 to 1.13 MV/cm. Against a rough breakdown field of 5 MV/cm, the built-in field is 28%, but the largest field in the threshold fit is 80%, so such a measurement could stress the oxide. Dark tunnelling is a further limit: with this barrier, thickness and mass, a semiclassical estimate at 300 K, using the image-lowered barrier and the free-electron mass for the supply of incident electrons (the oxide mass there would give values five times smaller), gives a dark current from A between \(10^{-5}\) and \(10^{-4}\) A/cm² at 2 MV/cm and between \(10^{-3}\) and \(10^{-2}\) A/cm² at 4 MV/cm, whereas 1 mW/cm² of 3 eV light with an assumed yield of \(10^{-4}\) gives only about \(3\times10^{-8}\) A/cm². The photocurrent would have to be separated from this background. A thicker oxide helps at 2 MV/cm, where 10 nm makes the estimated dark current negligible. It does not solve the problem at 4 MV/cm: there the oxide edge falls to the Fermi level of A within about 6 nm, so further thickness hardly lengthens the tunnelling path. With 10 nm, the fit would have to be kept below about 3 MV/cm, where the estimated dark current is smaller than this photocurrent. These estimates cover only tunnelling through an ideal oxide; conduction through traps in a real high-permittivity film adds to them and can lower this limit. If one electrode is a semiconductor and its threshold starts at the valence edge, the energy from that edge to the Fermi level must be subtracted before part (a) is used, and any band bending in the semiconductor must be treated separately.
